Core s-shell spin relaxation in the PAW exchange field: two derivations

## First derivation: the radial equation of one core shell

### What has to be decided

A frozen-core PAW calculation of a hyperfine coupling delivers the valence spin density at the nucleus. One must then decide whether to stop there or to let the core orbitals respond to the valence spin. For a free high-spin Mn²⁺ ion, with five 3d electrons of one spin and no valence s electron, stopping gives zero, because a d orbital vanishes at the nucleus. Relaxing the core to first order, in the model treated below, gives −8.87 Å⁻³ (−1.314 bohr⁻³). For such a site the core correction is the whole contact density.

A second decision follows: if a valence s shell is present, how much of the core response may be added to a valence calculation that has already used the same exchange field? Both answers follow from the first-order change of a core s orbital. It is derived here from its radial equation, and in the second half from its projector.

Atomic units are used in the algebra. The treatment is nonrelativistic, with a point nucleus of charge Z. Spin up is the majority spin, n = n↑ + n↓ is the electron density and m = n↑ − n↓ the spin density. The core is a set of filled shells in a spherical potential v(r) that is the same for both spins. A core s orbital is

ψ_n(r) = u_n(r)/(√(4π) r), ∫₀^∞ u_n² dr = 1,

h u_n = ε_n u_n, h = −½ d²/dr² + v(r), u_n(0) = 0.

The u_n are real. They are canonical orbitals, meaning eigenfunctions of h, and the division of the answer into shells refers to this choice.

### The reconstructed spin density

PAW obtains a valence orbital ψ from a smooth function ψ̃ by

ψ = ψ̃ + Σ_i (φ_i − φ̃_i) c_i, c_i = ⟨p_i|ψ̃⟩.

The φ_i are all-electron partial waves, the φ̃_i their smooth partners, equal to them outside a sphere around the nucleus, and the projectors satisfy ⟨p_i|φ̃_j⟩ = δ_ij. Moving one sum to the left gives

ψ − Σ_i φ_i c_i = ψ̃ − Σ_i φ̃_i c_i.

Inside the sphere the all-electron expansion is therefore as accurate as the smooth one. When the right side is negligible there, ψ = Σ_i φ_i c_i. Multiplying by the complex conjugate and summing over valence orbitals v with occupations f_vσ gives

m_v = Σ_ij (ρ_ij↑ − ρ_ij↓) φ_i* φ_j,

ρ_ijσ = Σ_v f_vσ ⟨ψ̃_vσ|p_i⟩⟨p_j|ψ̃_vσ⟩.

Outside the sphere φ_i = φ̃_i, so ψ = ψ̃ and m_v is the spin density of the smooth orbitals.

### The exchange field

Exchange acts between electrons of equal spin, so the exchange energy is a sum of one term for each spin. Requiring the unpolarised result when the two densities are equal fixes

E_x[n↑, n↓] = ½ E_x[2n↑] + ½ E_x[2n↓].

In the local density approximation E_x[n] = −(3/4)(3/π)^(1/3) ∫ n^(4/3) d³r. Its derivative with respect to n is v_x(n) = −(3n/π)^(1/3). Differentiating the spin-resolved energy with respect to n_σ brings a factor 2 from the argument, which cancels the prefactor ½:

v_σ = v_x(2n_σ) = −(6n_σ/π)^(1/3).

The exchange field is half the difference of the two potentials,

B = ½(v↑ − v↓).

Since n↑ = (n + m)/2 and n↓ = (n − m)/2, B is also the derivative of the exchange energy density with respect to m at fixed n. With ζ = m/n,

B = ½ v_x(n) [(1 + ζ)^(1/3) − (1 − ζ)^(1/3)]
  = v_x(n) [ζ/3 + 5ζ³/81 + …].

For small polarisation this becomes B = v_x(n) m/(3n). Because v_x is negative, B is negative where m is positive: a majority electron is attracted to regions of majority spin. The mean of the two potentials is

½(v↑ + v↓) = v_x(n) [1 − ζ²/9 + …].

Its change starts at second order and is the same for both spins, so it is dropped. The core then sees v + B for spin up and v − B for spin down.

The field may depend on direction. Write it as a sum of spherical harmonics Y_LM. Acting on an s orbital, a component with L > 0 produces a first-order orbital of angular momentum L, which behaves as r^L near the nucleus and vanishes there. The first-order contact density is a product of ψ_n(0) with the first-order orbital at the nucleus, so the L = 0 part of B alone contributes. From here on B(r) means this spherical part.

### The first-order equation

Let the up-spin function be u_n + w_n and its energy ε_n + η_n, where w_n and η_n are linear in B. Then

(h + B)(u_n + w_n) = (ε_n + η_n)(u_n + w_n).

The zeroth-order terms cancel. The first-order terms are

h w_n + B u_n = ε_n w_n + η_n u_n.

To find η_n, multiply by u_n and integrate. Two integrations by parts give

∫ u_n (h − ε_n) w_n dr = ∫ w_n (h − ε_n) u_n dr − ½ [u_n w_n′ − u_n′ w_n]₀^∞.

The integral on the right is zero because u_n is an eigenfunction. The bracket vanishes because both functions are zero at the origin and decay at infinity. What remains is

η_n = ∫ B u_n² dr ≡ ⟨B⟩_n.

Normalisation, ∫(u_n + w_n)² dr = 1, gives 2∫u_n w_n dr = 0 at first order. The complete problem is therefore

(h − ε_n) w_n = −(B − ⟨B⟩_n) u_n, (1)

w_n(0) = 0, w_n(∞) = 0, ∫ u_n w_n dr = 0.

The boundary conditions leave one freedom, the addition of a multiple of u_n, and orthogonality removes it. For spin down B changes sign, and by linearity the function is u_n − w_n. A constant B makes the right side zero, so w_n = 0: a uniform field shifts the levels without polarising the shell. The contact density responds to the variation of B across the shell.

### The contact density

Near the origin u_n = u_n′(0) r + …, and likewise for w_n. Dividing by √(4π) r and letting r go to zero gives ψ_n(0) = u_n′(0)/√(4π). The difference of the up and down densities is

m_n(0) = (1/4π) {[u_n′(0) + w_n′(0)]² − [u_n′(0) − w_n′(0)]²}.

The squares cancel and the cross terms add to 4 u_n′(0) w_n′(0), so

m_n(0) = u_n′(0) w_n′(0)/π. (2)

With ρ_n = u_n′(0)²/4π, the density at the nucleus of one electron in the shell, this reads

m_n(0) = 4 ρ_n w_n′(0)/u_n′(0). (3)

One factor 2 comes from squaring the orbital and the other from the opposite response of the two spins.

### A closed solution for a shell without nodes

If u has no node for r > 0, as for 1s, set w = u f. Then

w″ = u″ f + 2u′ f′ + u f″.

In (h − ε)(u f) the terms proportional to f combine to f (h − ε) u = 0. The rest is

−½(2u′ f′ + u f″) = −(u² f′)′/(2u).

Equation (1), multiplied by −2u, becomes

(u² f′)′ = 2(B − ⟨B⟩) u².

Integrating from the origin, where u² f′ = 0, gives

f′(r) = 2F(r)/u²(r), F(r) = ∫₀^r (B − ⟨B⟩) u² ds.

Orthogonality now fixes f(0). Insert f(r) = f(0) + ∫₀^r f′(s) ds into ∫ u² f dr = 0 and exchange the order of integration:

f(0) = −∫₀^∞ f′(s) Q(s) ds, Q(s) = ∫_s^∞ u² dr.

Since w′(0) = u′(0) f(0), equation (3) gives

m(0) = −8ρ ∫₀^∞ Q(s) F(s)/u²(s) ds. (4)

The sign can be read off. Suppose B decreases outward through the shell. Then B − ⟨B⟩ is positive inside and negative outside, F rises from zero and returns to zero without changing sign, and m(0) is negative. The majority electron is drawn outward and leaves an excess of minority spin at the nucleus. If B increases outward, the sign is reversed.

Two fields on a hydrogenic 1s shell, u = 2Z^(3/2) r e^(−Zr), show the scales. For B = −β/r the up and down electrons see charges Z + β and Z − β. Differentiating u with respect to Z gives

w = β u [3/(2Z) − r], f(0) = 3β/(2Z).

With ρ = Z³/π this yields m(0) = 6Z²β/π, which is positive because the attraction is strongest at the nucleus. The same number is 2β dρ/dZ, as it must be.

For a linear field B = B₀ + g r, the mean radius 3/(2Z) gives B − ⟨B⟩ = g[r − 3/(2Z)]. Try f′ = αr. Since u′/u = 1/r − Z,

(u² αr)′ = α u² (3 − 2Zr) = −2Zα [r − 3/(2Z)] u².

Comparison with the right side 2g[r − 3/(2Z)]u² gives α = −g/Z, so f = f(0) − g r²/(2Z). With ⟨r²⟩ = 3/Z², orthogonality gives f(0) = 3g/(2Z³), and

m(0) = 4(Z³/π) · 3g/(2Z³) = 6g/π.

For this field the nuclear charge has dropped out: a tighter 1s shell responds less, but its density at the nucleus is larger by the same factor. The cancellation is special to the linear field. For B = g r^k the relative response scales as Z^(−k−2) and ρ as Z³, so m(0) scales as Z^(1−k). The depth of the level alone therefore does not decide whether 1s may be neglected; the shape of the field near the nucleus does. The field of a d shell starts as r⁴, and in the ion treated below 1s supplies about 4 % of the sum.

At a node of u the function F is in general not zero, so f has a pole there although w = u f remains finite. Integral (4) then diverges. For 2s and 3s one solves (1) directly for the smooth function w.

### The core's own spin density

The relaxed core has a spin density of its own, which also enters the exchange field. A filled shell of angular momentum l has 2l + 1 orbitals for each spin and obeys (1) with l(l + 1)/(2r²) added to h. The difference of the two densities gives

m_c(r) = Σ_nl (2l + 1) [(u + w)² − (u − w)²]/(4πr²)
  = Σ_nl (2l + 1) u_nl w_nl/(πr²). (5)

Built from the spherical part of B, this is the spherical part of the core spin density, and all of it when the field is spherical, as in the ion treated below. It is linear in w, hence of the same order as the response to the valence field. It belongs to the first-order answer, and the field must be B[n, m_v + m_c]. One solves (1) for every core shell, forms m_c, renews B and repeats until m_c no longer changes. Core p shells have no contact density but contribute to m_c.

The sum of the two spin densities contains (u + w)² + (u − w)² = 2u² + 2w². The charge density has no first-order change, so no electrostatic potential has to be updated. The valence density m_v is held as the valence calculation gave it; its own reaction to m_c is left out.

## Second derivation: the projector of one core shell

### What is taken over

The radial functions u_n and energies ε_n belong to the spin-independent Hamiltonian h. Spin up sees h + B and spin down h − B, where B is half the difference of the two exchange potentials and is negative where the spin density m is positive. The first half found the orbital changes +w_n and −w_n from

(h − ε_n) w_n = −(B − ⟨B⟩_n) u_n, w_n(0) = 0, ∫ u_n w_n dr = 0, (1)

with the contact spin density

m_n(0) = u_n′(0) w_n′(0)/π = 4ρ_n w_n′(0)/u_n′(0). (2, 3)

Here ρ_n is the density at the nucleus of one electron in the shell. B includes the field of the core's own spin density m_c.

### The shell without its orbital

An orbital carries an arbitrary sign and a normalisation that must be maintained. The projector onto the shell,

P_n(r, r′) = u_n(r) u_n(r′),

has no such freedom. Let it become P_n + D_n for spin up. Two properties determine D_n: a projector equals its own square, and the projector onto an eigenstate commutes with the Hamiltonian. To first order,

P_n D_n + D_n P_n = D_n,

[h, D_n] + [B, P_n] = 0.

Take matrix elements between eigenfunctions u_a and u_b of h. The first condition reads

(δ_an + δ_bn) (D_n)_ab = (D_n)_ab.

For a = b = n it says that twice the element equals the element, so the element is zero. If neither index is n, the left side is zero, and so is the element. The elements that connect n with another state k remain. For these the second condition gives

(ε_k − ε_n)(D_n)_kn + B_kn = 0, B_kn = ∫ u_k B u_n dr,

because P_n B has no element with k on the left, while B P_n has the element B_kn. Therefore

(D_n)_kn = (D_n)_nk = −B_kn/(ε_k − ε_n).

The density at the nucleus is (1/4π) ∂²P/∂r∂r′ at r = r′ = 0. Spin down has −D_n, so the spin density is twice the change for spin up, and the two equal elements kn and nk give another factor 2:

m_n(0) = (2/4π) · 2 Σ_(k≠n) u_n′(0) u_k′(0) (D_n)_kn
  = −(1/π) Σ_(k≠n) u_n′(0) u_k′(0) B_kn/(ε_k − ε_n). (6)

The sum includes an integral over the continuum.

To compare with the radial result, define w_n = Σ_(k≠n) u_k (D_n)_kn. It is orthogonal to u_n. Applying h − ε_n cancels each denominator and leaves

−Σ_(k≠n) u_k B_kn = −(B u_n − ⟨B⟩_n u_n),

by completeness of the u_k. This is equation (1), and (6) is equation (2).

The derivative at the origin was taken term by term, which needs a reason. Let g be the part of w_n left out when the sum is cut off at high energy. As the cutoff rises, the norms ‖g‖ and ‖hg‖ go to zero, since w_n and h w_n are square-integrable. In the ion |v| ≤ C/r for some constant C. The inequality ‖g/r‖ ≤ 2‖g′‖ and integration by parts, ‖g′‖² ≤ ‖g‖ ‖g″‖, give

½‖g″‖ ≤ ‖hg‖ + 2C (‖g‖ ‖g″‖)^(1/2) ≤ ‖hg‖ + ¼‖g″‖ + 4C²‖g‖.

So ‖g″‖ goes to zero as well. Finally |g′(0)|² = −2∫ g′ g″ dr ≤ 2‖g′‖ ‖g″‖, and the omitted part of the derivative vanishes.

### What cancels in the sum over shells

Equation (6) shows something that the radial equation hides. Let n and k both be filled core shells. The term with k in m_n(0) and the term with n in m_k(0) have the same numerator and opposite denominators, so they cancel:

Σ_n m_n(0) = −(1/π) Σ_(n filled) Σ_(k empty) u_n′(0) u_k′(0) B_kn/(ε_k − ε_n).

Mixing among filled orbitals moves contact density from one shell to another and leaves the sum unchanged. The shell values are well defined for canonical orbitals, but they are not separately properties of the core density.

The same pairing settles the treatment of a valence s orbital v with occupation f_σ in spin channel σ. For spin up, write a = −B_vc/(ε_v − ε_c) for the amount of v mixed into core orbital c. Orthogonality requires v to acquire −a of c. The pair then changes the up density at the nucleus by

2a ψ_c(0) ψ_v(0) − f↑ · 2a ψ_c(0) ψ_v(0) = 2a (1 − f↑) ψ_c(0) ψ_v(0).

For spin down a changes sign and f↑ becomes f↓. A valence calculation that keeps its orbitals orthogonal to the frozen core contains no part of this mixing. The core correction must supply the net amount, so in each spin channel the component of w_c along v is multiplied by 1 − f_σ. For a filled valence s shell it is removed. In the spin density the original factor 2 from the two spins becomes (1 − f↑) + (1 − f↓), so the term of (6) is multiplied by 1 − (f↑ + f↓)/2.

### The Mn²⁺ ion

The example is the free ion in exchange-only local spin density theory. Correlation and relativity are left out, so the numbers are results of this model and not estimates of a measured coupling. Radial functions were represented by piecewise polynomials on a spectral-element grid. Eigenstates came from matrix diagonalisation, and (1) was solved as a linear system together with the orthogonality condition.

The core 1s²2s²2p⁶3s²3p⁶ and the potential v were taken from the self-consistent ion with 2.5 3d electrons of each spin. The core was then frozen, and five majority 3d electrons were made self-consistent in their spin-up potential. Their orbital was reconstructed in a sphere of radius 0.9 Å from two d partial waves of the unpolarised ion, one at its 3d level of −23.26 eV and one 5 eV higher. The integrated absolute difference from the directly computed 3d density is 0.06 % of the five electrons; with the first partial wave alone it is 0.39 %.

With the core's own spin density included, the strongest field found on the grid inside the sphere is −3.87 eV, at 0.28 Å. The shells have these properties:

1s: level −6374.7 eV, mean radius 0.033 Å, ⟨B⟩ = 0.003 eV
2s: level −746.8 eV, mean radius 0.150 Å, ⟨B⟩ = −1.275 eV
3s: level −99.9 eV, mean radius 0.457 Å, ⟨B⟩ = −2.936 eV

Equation (3) gives the contact densities in Å⁻³:

1s: 4 × 32162.65 × (−3.0039 × 10⁻⁶) = −0.386
2s: 4 × 2888.86 × (−1.1335 × 10⁻³) = −13.098
3s: 4 × 414.62 × (2.7825 × 10⁻³) = 4.615

The sum is −8.87 Å⁻³. Integral (4), evaluated with splines for the nodeless 1s shell, gives the same 1s value, −0.386 Å⁻³. The relative changes of the orbitals at the nucleus are at most a few parts in a thousand; the large densities there turn them into a sizeable spin density.

The mean radius of a majority electron, which changes by 2∫ r u_n w_n dr, grows by 1.6 × 10⁻⁴ Å in 2s and shrinks by 7.6 × 10⁻⁴ Å in 3s. This agrees with the picture of majority electrons drawn towards the strongest field at 0.28 Å, which lies outside the mean radius of 2s (0.150 Å) and inside that of 3s (0.457 Å). For shells with nodes that picture is an interpretation; the sign rule derived from (4) does not cover them.

It also needs a qualification. When the components of each w_n along the other filled s shells are removed, the contact densities become −0.07 for 1s, −9.40 for 2s and 0.60 Å⁻³ for 3s. Their sum is again −8.87 Å⁻³. Of the canonical 3s value, 4.01 Å⁻³ is mixing with 1s and 2s and is cancelled in those shells.

Now suppose 3s is treated as valence, orthogonal to a frozen 1s and 2s core and relaxed in the same field. The valence calculation gives 0.60 Å⁻³. (A frozen-core calculation does not contain the spin field of the inner shells. With 3s and 3p as valence, this omission shifts the final sum by less than 0.01 Å⁻³ in this ion.) The correct core part has the filled 3s shell removed and is −0.07 − 9.40 = −9.47 Å⁻³. Adding the unprojected core values instead gives

−0.386 − 13.098 + 0.605 = −12.88 Å⁻³,

which exceeds the correct sum in magnitude by 45 % of that sum.

The positive ⟨B⟩ of the 1s shell comes from the core. The 3d spin density is nowhere negative, so it can produce no positive B. The total spin density must therefore be negative in part of the 1s region, and m_c is the sole source of negative spin. Without m_c in the field, the three shells give −0.49, −12.76 and 4.35 Å⁻³, with the sum −8.90 Å⁻³. The shells change by up to 0.34 Å⁻³, while the changes nearly cancel in the sum. That cancellation is a finding for this ion, not a rule.

The reconstruction cannot be skipped. Take smooth partial waves built from r³, r⁵ and r⁷ and matched in value, slope and curvature at 0.9 Å; the smooth 3d density then holds about two of the five electrons. If it replaces the reconstructed one in both n and m, the shells give 0.17, −0.13 and −8.59 Å⁻³. Their sum, −8.55 Å⁻³, lies within 4 % of the reconstructed sum although every shell is wrong. This agreement is an accident of the choice: smoothing the 3d orbital in the same way at 0.7 Å or at 1.1 Å gives sums of about −11.3 and −5.0 Å⁻³. It gives no support for using the smooth density.

The field outside the sphere cannot be discarded either. About 84 % of the 3d charge lies inside. With the directly computed 3d density, setting B to zero beyond 0.9 Å raises the 3s value from 4.61 to 6.06 Å⁻³ and changes the sum from −8.86 to −7.46 Å⁻³, a difference of 16 % of the full sum. The radial equation must be solved with the site-centred field over the whole range of the core orbitals.

### What each derivation assumes

Both derivations require B to be weak: its matrix elements between different states must be small compared with the energy differences in (6). Both also use a fixed, spin-independent h. This can be judged by letting all orbitals of both spins relax self-consistently in the same local exchange theory. The shells of the fully polarised ion then give −0.39, −13.12 and 4.71 Å⁻³, with the sum −8.80 Å⁻³. The first-order sum differs from this by 0.8 %, and the 3s value by 2 %, each relative to the relaxed result. The difference combines higher orders in B, the change of the spin-averaged potential, the reaction of the 3d shell to the relaxed core and the error of the two-wave reconstruction. The last accounts for about 0.015 Å⁻³ of the sum, as a first-order calculation with the directly computed 3d density shows.

At small polarisation the higher orders in B and the change of the spin-averaged potential become negligible relative to the result. The reaction of the 3d shell remains of first order, so a test must include it by taking the 3d spin density from the relaxed ion; this also avoids the reconstruction. With 2.625 majority and 2.375 minority 3d electrons, the relaxed ion and the first-order equations, supplied with that ion's own 3d spin density, both give −0.4145 Å⁻³. If m_c is left out of the field, the largest deviation among the shells is 2.5 % of the largest shell value. An error that persists at such weak polarisation is of first order, as equation (5) implies.

The radial derivation assumes in addition that h is spherical, so that each shell obeys an ordinary differential equation. It needs no empty states, supplies the functions w_n required for m_c, and is the practical way to obtain numbers. Its closed form (4) demands more: a shell without nodes. The field enters (4) only through the source term, so for a nonlocal B the form stands with u(Bu) in place of Bu² in F; the sign rule read from it presumes a local B.

The projector derivation uses neither a radial equation nor a local B. It holds equally if B is a nonlocal exchange operator with real, symmetric matrix elements, provided that the shell is separated in energy from the other states it can mix with and that the sum in (6) converges. Its price is a complete spectrum, including the continuum. In return it shows which part of a shell value survives in the total and how a valence s shell must be treated.

In a crystal the valence orbitals are not eigenfunctions of the atomic h. The pairing argument then applies to the Hamiltonian of the whole crystal, and using atomic core orbitals in a spherical site potential is an additional approximation. It is reasonable while the core shells remain localised and the potential around the site is close to spherical. A shallow core shell that overlaps its neighbours fails this condition and should be moved to the valence, with its component in the remaining core response weighted by 1 − f_σ.

Neither derivation repairs the exchange field itself. The contact density is a difference between shells of opposite sign, so an error in B that affects 2s and 3s differently can be a larger fraction of the sum than of either shell. For a site without valence s electrons the decision is nevertheless clear: the core must be relaxed. Its own spin density belongs in the field at the same order; in this ion it moved the shells by up to 0.34 Å⁻³ and the sum by 0.4 %. Where valence s electrons are present, their occupied part must also be taken out of the core response before the two contributions are added.
